Finding Unbalanced Reactions in a Pyrolysis Mechanism from Its Left Null Space

A model of trimethylgallium decomposing in hydrogen for 0.5 s at 900 K converts 91.68 % of the precursor. Now let one product in one of its twelve reactions be mistyped, CH3 in place of CH4. The conversion is still 91.68 %. The total hydrogen changes by 4.8 parts in 10⁹ of its initial value, and the mechanism still has three independent linear conserved quantities, as many as there are elements. Yet the faulty reaction destroys a hydrogen atom each time it runs. The fault escapes both the conversion and the count of conserved quantities, but a comparison with the species formulas finds it at once.

**Three reactions by hand**

Take the successive loss of methyl groups:

R1: Ga(CH3)3 → Ga(CH3)2 + CH3
R2: Ga(CH3)2 → GaCH3 + CH3
R3: GaCH3 → Ga + CH3

Give each species a number ℓ, its content of some quantity. The quantity is conserved if every reaction has the same total on both sides:

ℓ(Ga(CH3)3) = ℓ(Ga(CH3)2) + ℓ(CH3)
ℓ(Ga(CH3)2) = ℓ(GaCH3) + ℓ(CH3)
ℓ(GaCH3) = ℓ(Ga) + ℓ(CH3)

These are three equations for five unknowns. Leave g = ℓ(Ga) and m = ℓ(CH3) free and substitute from the bottom upwards:

ℓ(GaCH3) = g + m
ℓ(Ga(CH3)2) = (g + m) + m = g + 2m
ℓ(Ga(CH3)3) = (g + 2m) + m = g + 3m

In the species order Ga(CH3)3, Ga(CH3)2, GaCH3, Ga, CH3, every conserved quantity is therefore

ℓ = g (1, 1, 1, 1, 0) + m (3, 2, 1, 0, 1).

The formulas of the species give three composition vectors:

e_Ga = (1, 1, 1, 1, 0)
e_C = (3, 2, 1, 0, 1)
e_H = (9, 6, 3, 0, 3)

The first is the solution with g = 1, m = 0. The second has g = 0, m = 1, and the third has g = 0, m = 3. All three elements are conserved, although there are only two independent conserved quantities. Carbon and hydrogen travel together as methyl here, so that e_H = 3e_C.

Now omit the methyl product from R2, leaving Ga(CH3)2 → GaCH3. The second equation becomes ℓ(Ga(CH3)2) = ℓ(GaCH3) = g + m, and the first then gives ℓ(Ga(CH3)3) = g + 2m. The solutions are

ℓ = g (1, 1, 1, 1, 0) + m (2, 1, 1, 0, 1).

There are still two of them, so the count shows nothing. To test carbon, read g = 0 and m = 1 from the last two entries of e_C. The solution with these values is (2, 1, 1, 0, 1), which differs from (3, 2, 1, 0, 1). Carbon is not conserved. Gallium still passes.

**The general statement**

Let N be the matrix with one row per species and one column per reaction, whose entries are product coefficients minus reactant coefficients. A species that appears equally on both sides cancels, which does no harm to an atom balance. For a row vector ℓ, entry j of ℓN is the amount of the quantity created when reaction j runs once. The left null space is

L = {ℓ : ℓN = 0}.

For an element X, let e_X list the number of X atoms in each species. Then

(e_X N)_j = (X atoms in the products of j) − (X atoms in its reactants).

All these entries vanish if and only if every reaction conserves X. Hence e_X lies in L if and only if every reaction is balanced in X. If the test fails, the nonzero entries of e_X N name the faulty reactions. Adding up the entries over reactions would be wrong, since two opposite errors could cancel; each column must vanish separately.

The species formulas must be correct, and they are a necessary input. L by itself contains conserved quantities but does not say which of them are atoms.

Rate constants do not enter N, so the verdict is independent of temperature. Writing a reaction backwards changes the sign of its column and leaves the condition ℓN = 0 unchanged.

**Computing L and testing membership**

Each column of N supplies one linear equation for the entries of ℓ. Gauss–Jordan elimination divides the species into pivot species p and free species f, and brings the equations to the form

ℓ(p) + Σ_f R(p,f) ℓ(f) = 0,

where R(p,f) are the coefficients left after elimination. For each free species f, set ℓ(f) = 1, set the other free entries to zero, and put ℓ(p) = −R(p,f). Call the result b_f. Because the equations are linear, every solution is

ℓ = Σ_f ℓ(f) b_f.

The b_f are independent, since each has a 1 where all the others have a 0. With n species there is one pivot per independent equation, so

dim L = n − rank N.

To test a vector e, form the rebuilt vector Σ_f e(f) b_f. It is the one member of L that agrees with e on the free species. Therefore e is in L if and only if it equals its rebuilt vector. The entries of N are integers, so the elimination can be done with fractions and needs no decision about how small a number counts as zero.

If the only question is whether the reactions balance, the product e_X N answers it without any elimination. Computing L tells more: it gives the quantities other than elements that are conserved whatever the rates, and it shows what remains conserved in a faulty mechanism. Mass-action kinetics can conserve more when two reactions share the same reactants: for A → B and A → C with rate constants k₁ and k₂, the combination k₂[B] − k₁[C] is constant but does not lie in L. No two reactions of the gallium mechanism share their reactants, so this case does not arise here.

**The full mechanism**

Add nine reactions to R1–R3:

R4: CH3 + H2 → CH4 + H
R5: CH4 + H → CH3 + H2
R6: CH3 + CH3 → C2H6
R7: CH3 + H → CH4
R8: H + H → H2
R9: Ga(CH3)3 + H → Ga(CH3)2 + CH4
R10: Ga(CH3)2 + H → GaCH3 + CH4
R11: GaCH3 + H → Ga + CH4
R12: Ga(CH3)3 + CH3 → (CH3)2GaCH2 + CH4

Let the free species be Ga, CH4 and H, with values g, c and h. R7 gives ℓ(CH3) = c − h, and R8 gives ℓ(H2) = 2h. R6 gives ℓ(C2H6) = 2c − 2h. The methyl-loss chain gives, as before,

ℓ(Ga(CH3)3) = g + 3(c − h) = g + 3c − 3h.

From R12,

ℓ((CH3)2GaCH2) = (g + 3c − 3h) + (c − h) − c = g + 3c − 4h.

The remaining reactions add no condition, because their columns are combinations of those already used:

R4 = R7 − R8, R5 = −R4
R9 = R1 + R7, R10 = R2 + R7, R11 = R3 + R7

For example, R1 + R7 has the net change Ga(CH3)3 + H → Ga(CH3)2 + CH4, since the CH3 made by R1 is consumed by R7. There are thus seven independent reactions, and dim L = 10 − 7 = 3.

The carbon vector has g = 0, c = 1, h = 0, so e_C = b_CH4. The hydrogen vector has g = 0, c = 4, h = 1, so e_H = 4b_CH4 + b_H. For Ga(CH3)3 this gives 4·3 − 3 = 9 hydrogen atoms, and for (CH3)2GaCH2 it gives 4·3 − 4 = 8, as the formulas require. The negative entries of b_H are no sign of an error: a basis vector need not be an atom count.

**When the dimension reveals a fault**

Suppose that reaction j is unbalanced in some element X and all the others are balanced. Every combination of the other columns gives zero when multiplied by e_X, while column j does not. Column j is therefore independent of the others:

rank N_faulty = rank(N without j) + 1.

In the sound mechanism there are two possibilities. If column j was redundant, removing it left the rank unchanged, so the fault raises the rank by one and lowers dim L by one. If column j was essential, its removal had already lowered the rank by one; the faulty column restores it, and dim L does not change.

The relations above show that every reaction except R6 and R12 is redundant. These two are essential because C2H6 occurs only in R6 and (CH3)2GaCH2 only in R12, so no combination of other columns can supply those entries. In the three-reaction example all columns were essential, which is why the loss of methyl from R2 went unseen in the count.

The mistyped reaction of the opening is R12:

Ga(CH3)3 + CH3 → (CH3)2GaCH2 + CH3.

The methyl radicals cancel, and the condition becomes ℓ((CH3)2GaCH2) = ℓ(Ga(CH3)3). The rebuilt hydrogen vector assigns nine hydrogen atoms to (CH3)2GaCH2, whose formula has eight. The faulty mechanism has a third conserved quantity, but it is hydrogen content with a wrong formula for one species.

Such a direct reading is not always available. In the full mechanism, let R2 lose its methyl product. Now ℓ(Ga(CH3)2) = ℓ(GaCH3), and R10 then requires h = c. Only two values, g and h, remain free. The carbon vector is zero on both Ga and H, so its rebuilt vector is zero everywhere, which does not point to a particular species. The product e_C N still names R2.

**Several elements at once**

Stack the q element vectors as the rows of a matrix E, and let B = EN, the atoms created by each reaction. A combination of elements with coefficients a, written as a row, is conserved if aEN = aB = 0. These coefficient rows form a space of dimension q − rank B. Different rows a may give the same vector aE. The rows with aE = 0 form a space of dimension q − rank E, and all of them satisfy aB = 0. Subtracting this redundancy gives the number of independent conserved combinations of elements:

dim(row space of E ∩ L) = (q − rank B) − (q − rank E) = rank E − rank B.

For the lost methyl in R2, the only nonzero column of B is (0, −1, −3) in the order Ga, C, H. Thus rank B = 1, and 3 − 1 = 2 combinations survive even though two elements fail. One is gallium. The other is H − 3C, since −3 − 3(−1) = 0. The number of lost dimensions need not equal the number of unbalanced elements.

The method was tested on 360 randomly edited mechanisms, in which species were deleted, replaced or added in one reaction (240 cases) or three (120 cases). In every case the membership verdict agreed with atoms counted directly from the reaction formulas, and the dimension formula held. Of the single edits, 235 were unbalanced, and 46 of these left dim L at three. These proportions describe the random edits, not the errors people make.

**What else L may contain, and what it cannot tell**

If R4, R5 and R8 are removed, H2 takes part in no reaction. Its value of ℓ is then unrestricted, and dim L rises to four: the amount of molecular hydrogen is conserved separately. An extra dimension can thus reveal a missing coupling between species.

It can also reveal an element missing from the list. Add the adduct reactions

Ga(CH3)3 + NH3 → (CH3)3GaNH3
(CH3)3GaNH3 → (CH3)2GaNH2 + CH4.

There are three new species and two new independent reactions, so dim L is again four. Here the fourth quantity is nitrogen.

Balance does not establish chemistry. The reaction Ga + C2H6 → Ga(CH3)2 passes for all three elements, because its column is −(R2 + R3 + R6). Whether it occurs as a single step is a question about energies and rates, which N does not contain.

**How quickly the atoms disappear**

Let n be the column of species amounts in a closed vessel of constant volume, divided by the initial amount of Ga(CH3)3, and let v be the reaction rates in the same units. Then dn/dt = Nv, and the total of element X obeys

d(e_X n)/dt = (e_X N) v.

Integration gives the change as Σ_j (e_X N)_j ξ_j, where ξ_j = ∫ v_j dt is the number of times reaction j has run per initial precursor molecule.

The example has T = 900 K, a pressure of 76 Torr and a precursor fraction of 10⁻⁴ in H2. The gas density is 8.15·10¹⁷ cm⁻³, so the initial precursor density is 8.15·10¹³ cm⁻³. Rates follow mass action with k = A exp(−E/k_BT); the round parameters are listed in the program. For R1, A = 10¹⁵ s⁻¹ and E = 2.6 eV give k = 2.76 s⁻¹.

With the methyl missing from R2, the run loses 0.854 carbon atoms and 2.561 hydrogen atoms per initial gallium atom. The ratio is three, as B requires, and both losses agree with the separately integrated rate of R2. The conversion falls from 91.68 % to 85.38 %. Only R1, R9 and R12 consume the precursor. The rate constant of R1 is the same in both runs, and R12 consumes less than 10⁻⁴ of the precursor in either. The fall must therefore come from R9, the attack by H. Only R4 makes H, and it needs methyl, which is scarcer when R2 no longer supplies it.

With R12 mistyped, the hydrogen loss is 9.65·10⁻⁵ atoms per gallium, because R12 seldom runs. For each precursor molecule there are initially 9999 H2 molecules, so the hydrogen total is 2·9999 + 9 = 20007 atoms. The relative loss is

9.65·10⁻⁵ / 20007 = 4.8·10⁻⁹.

The leak is small even beside the nine hydrogen atoms of the precursor, about one part in 10⁵, and the carrier gas dilutes it by a further factor of about 2000. The algebraic test does not depend on how often the reaction runs: it sees −1 in column 12. In the sound mechanism the numerical drift of every element stayed at a few 10⁻¹¹ atoms per gallium; this is rounding error, and its value depends on the integrator.

**The reactor and its walls**

The temperature, pressure and dilution are roughly those of metal-organic vapour deposition of gallium compounds, but the rate parameters are not a fitted kinetic model. A real reactor is also not a closed vessel, since precursor can be lost at its walls. For a gap h = 2 cm between an absorbing hot wall and a reflecting lid, the slowest diffusion mode is sin(πz/2h), with z measured from the wall. Its decay time is

τ = 4h²/(π²D) ≈ 0.06 s

for a rough diffusivity D ≈ 26 cm²/s. The run lasts about eight such times. If the wall captured every precursor molecule that reached it, only a fraction of order e⁻⁸, or 3·10⁻⁴, would remain even without gas reactions. The calculated conversion is therefore not a reactor prediction. The computed gallium pressure of 3.3·10⁻³ Torr also lies far above the saturation pressure, which is of order 10⁻⁷ Torr at 900 K, so gallium would tend to condense.

Temperature matters too: an error of +20 K multiplies the rate constant of R1 by 2.07. This changes the conversion, but not L.

Deposition does change N. Written as Ga → nothing, it is flagged as unbalanced in gallium, and correctly so, because the list of species no longer accounts for all the atoms. Written as Ga → Ga_wall, with the deposited atom as an eleventh species, it is balanced, and all three composition vectors lie in L again. For an open reactor, inflow and outflow should likewise be kept apart from the reaction columns: they change the amount of an element in the vessel without any reaction being unbalanced.

Values computed for the example and the checks

```
R1 Ga(CH3)3 -> Ga(CH3)2 + CH3; A=1e+15 1/s, E=2.6 eV, k=2.76e+00
R2 Ga(CH3)2 -> GaCH3 + CH3; A=1e+15 1/s, E=1.5 eV, k=3.98e+06
R3 GaCH3 -> Ga + CH3; A=1e+16 1/s, E=3.3 eV, k=3.32e-03
R4 CH3 + H2 -> CH4 + H; A=1e-11 cm3/s, E=0.6 eV, k=4.37e-15
R5 CH4 + H -> CH3 + H2; A=2e-10 cm3/s, E=0.55 eV, k=1.66e-13
R6 CH3 + CH3 -> C2H6; A=5e-11 cm3/s, E=0.0 eV, k=5.00e-11
R7 CH3 + H -> CH4; A=1e-10 cm3/s, E=0.0 eV, k=1.00e-10
R8 H + H -> H2; A=1e-14 cm3/s, E=0.0 eV, k=1.00e-14
R9 Ga(CH3)3 + H -> Ga(CH3)2 + CH4; A=1e-10 cm3/s, E=0.4 eV, k=5.76e-13
R10 Ga(CH3)2 + H -> GaCH3 + CH4; A=1e-10 cm3/s, E=0.4 eV, k=5.76e-13
R11 GaCH3 + H -> Ga + CH4; A=1e-10 cm3/s, E=0.4 eV, k=5.76e-13
R12 Ga(CH3)3 + CH3 -> (CH3)2GaCH2 + CH4; A=1e-12 cm3/s, E=0.4 eV, k=5.76e-15
species order: Ga(CH3)3, Ga(CH3)2, GaCH3, (CH3)2GaCH2, C2H6, CH3, H2, Ga, CH4, H
species 10, reactions 12, rank 7
basis vector, free Ga: 1 1 1 1 0 0 0 1 0 0
basis vector, free CH4: 3 2 1 3 2 1 0 0 1 0
basis vector, free H: -3 -2 -1 -4 -2 -1 2 0 0 1
element vector Ga: 1 1 1 1 0 0 0 1 0 0
element vector C: 3 2 1 3 2 1 0 0 1 0
element vector H: 9 6 3 8 6 3 2 0 4 1
essential reactions: [6, 12]
sound: dim 3, shared 3, in L: yes yes yes, flagged []
lost CH3 in R2: dim 2, shared 2, in L: yes no no, flagged [2]
CH3 typed for CH4 in R12: dim 3, shared 2, in L: yes yes no, flagged [12]
R13: Ga -> nothing: dim 2, shared 2, in L: no yes yes, flagged [13]
R13: Ga -> Ga_wall: dim 3, shared 3, in L: yes yes yes, flagged []
R13: Ga + C2H6 -> Ga(CH3)2: dim 3, shared 3, in L: yes yes yes, flagged []
inert H2 (no R4,R5,R8): dim 4, shared 3, in L: yes yes yes, flagged []
R1-R3 only, 5 species: dim 2, shared 2, in L: yes yes yes, flagged []
with NH3 adduct (Ga,C,H,N): dim 4, shared 4, in L: yes yes yes yes, flagged []
R12 fault: H in (CH3)2GaCH2 forced 9, true 8
single edits 240: unbalanced 235, dimension unchanged 46
triple edits 120: unbalanced 120
T 900 K, p 76 Torr, fraction 1e-04, time 0.5 s
gas density 8.154e+17 cm^-3, precursor 8.154e+13 cm^-3
sound: Ga(CH3)3 converted 91.68 %
R2 fault: Ga(CH3)3 converted 85.38 %
R12 fault: Ga(CH3)3 converted 91.68 %
sound: largest element drift 3.7e-11 atoms per Ga
R2 fault: C drift -8.5371e-01, H drift -2.5611e+00 atoms per Ga
  from rate integral: C -8.5371e-01, H -2.5611e+00
R12 fault: C drift 3.1086e-15, H drift -9.6545e-05 atoms per Ga
  from rate integral: C 0.0000e+00, H -9.6545e-05
initial H total 20007 atoms per Ga; R12 relative H drift -4.83e-09
wall: gap 2.0 cm, D 25.9 cm2/s, time 0.063 s, run/wall time 8.0
Ga pressure 3.3e-03 Torr; rough saturation 1e-08 Torr
CH3 + Ga(CH3)2 recombination / R2 rate, at most 2.1e-06
cooling scale 0.86 K; mole-number change 0.0114 %
R1 rate factor for +20 K: 2.07
```
